\section*{Nuclear Curie susceptibility of water compared with its electronic diamagnetism}

\section*{The problem}

A sample contains $N$ identical nuclei per unit volume. Each has spin $I$ and magnetic moment $\boldsymbol{\mu}=\gamma\hbar\mathbf{I}$, where $\mathbf{I}$ is the dimensionless spin operator and $\gamma$ the gyromagnetic ratio. The sample is in thermal equilibrium at temperature $T$ in a static field $\mathbf{B}$ along $z$. Unless a part says otherwise, the nuclei do not interact with one another, and the shielding of the nuclei by the electrons is neglected.

SI units are used. The volume susceptibility $\chi$ is defined by $M=\chi H$, where $M$ is the magnetization; it has no unit. Parts (a) to (c) treat the nuclei in general, part (d) a coupled pair of protons, part (e) the protons of water, and parts (f) and (g) the electrons of water.

\section*{(a) Thermal average of the spin}

\textbf{Question.} Find the energy levels of one nucleus and express $M$ through a thermal average over them.

\textbf{Model answer.} The energy of a moment in a field is $-\boldsymbol{\mu}\cdot\mathbf{B}$, so
\begin{equation}
\mathcal{H}=-\gamma\hbar B I_z,\qquad E_m=-\gamma\hbar B\,m,\qquad m=-I,-I+1,\dots,I .
\end{equation}
The Boltzmann weight of level $m$ is $e^{-E_m/kT}=e^{xm}$, with
\begin{equation}
x=\frac{\gamma\hbar B}{kT},
\end{equation}
whose magnitude is the spacing of neighbouring levels divided by the thermal energy. The moment along the field is $\gamma\hbar m$ in level $m$. Independent nuclei contribute additively, hence
\begin{equation}
M=N\gamma\hbar\langle m\rangle,\qquad
\langle m\rangle=\frac{\sum_m m\,e^{xm}}{\sum_m e^{xm}} .
\label{eq:M}
\end{equation}
The components of $M$ perpendicular to the field vanish, because $I_x$ and $I_y$ have no diagonal elements in the states $|m\rangle$.

\section*{(b) The weak-field susceptibility}

\textbf{Question.} Derive the nuclear susceptibility to leading order for $I|x|\ll1$.

\textbf{Model answer.} Every exponent in \eqref{eq:M} is small, so $e^{xm}\approx1+xm$. Then
\begin{equation}
\langle m\rangle\approx\frac{\sum_m m+x\sum_m m^2}{\sum_m 1+x\sum_m m}
=\frac{x}{2I+1}\sum_m m^2 ,
\end{equation}
because the values $m$ and $-m$ cancel in $\sum_m m$, and there are $2I+1$ levels.

The remaining sum is the trace of $I_z^2$. A rotation by $90^\circ$ turns $I_z$ into $I_x$ or $I_y$. It is a unitary transformation and leaves traces unchanged, so the three squares have equal traces. Their sum is the trace of $\mathbf{I}^2=I(I+1)$ over $2I+1$ states:
\begin{equation}
3\sum_m m^2=I(I+1)(2I+1)
\quad\Rightarrow\quad
\langle m\rangle\approx\frac{I(I+1)}{3}\,x .
\end{equation}
Inserting this and $x$ into \eqref{eq:M} gives
\begin{equation}
M=N\gamma\hbar\,\frac{I(I+1)}{3}\,\frac{\gamma\hbar B}{kT}
=\frac{N\gamma^2\hbar^2I(I+1)}{3kT}\,B .
\end{equation}

To obtain $\chi$, $B$ must be replaced by $H$. If $\chi_{\rm tot}$ is the susceptibility of the whole sample, then $B=\mu_0(1+\chi_{\rm tot})H$. For a weakly magnetic substance $|\chi_{\rm tot}|\ll1$, and $B=\mu_0H$ may be used with a relative error of order $|\chi_{\rm tot}|$. Therefore
\begin{equation}
\boxed{\;\chi=\frac{\mu_0N\gamma^2\hbar^2I(I+1)}{3kT}\;}
\label{eq:curie}
\end{equation}

One factor $\gamma\hbar$ comes from the size of the moment, the other from the energy that orients it. The sign of $\gamma$ therefore drops out: nuclei with negative $\gamma$ are also magnetized along the field. The factor $1/T$ expresses the competition between the Zeeman energy and thermal disorder.

\section*{(c) Saturation}

\textbf{Question.} Find the first correction to the linear law, and the magnetization in the opposite limit $x\to\infty$.

\textbf{Model answer.} The partition function is a geometric series,
\begin{equation}
Z=\sum_{m=-I}^{I}e^{xm}
=\frac{e^{(I+1/2)x}-e^{-(I+1/2)x}}{e^{x/2}-e^{-x/2}}
=\frac{\sinh[(I+\tfrac12)x]}{\sinh(x/2)},
\end{equation}
and $\langle m\rangle=d\ln Z/dx$. For small $u$,
\begin{equation}
\ln\frac{\sinh u}{u}=\ln\!\left(1+\frac{u^2}{6}+\frac{u^4}{120}+\dots\right)
=\frac{u^2}{6}+\left(\frac1{120}-\frac1{72}\right)u^4+\dots
=\frac{u^2}{6}-\frac{u^4}{180}+\dots
\end{equation}
This is used once with $u=(I+\frac12)x$ and once with $u=x/2$. Write $a=I(I+1)$. Then $(I+\frac12)^2-\frac14=a$, and
\begin{equation}
(I+\tfrac12)^4-\tfrac1{16}
=\left[(I+\tfrac12)^2-\tfrac14\right]\left[(I+\tfrac12)^2+\tfrac14\right]
=a\left(a+\tfrac12\right).
\end{equation}
It follows that
\begin{align}
\ln Z&=\ln(2I+1)+\frac{a}{6}x^2-\frac{a(a+\frac12)}{180}x^4+\dots,\\
\langle m\rangle&=\frac{a}{3}x-\frac{a(2a+1)}{90}x^3+\dots
=\frac{I(I+1)}{3}x\left[1-\frac{2I^2+2I+1}{30}x^2+\dots\right].
\label{eq:sat}
\end{align}
The linear term repeats the result of part (b) by a second route. The correction is negative, since the magnetization begins to saturate. For $I=\frac12$ the bracket is $1-x^2/12+\dots$, in agreement with the closed form $\langle m\rangle=\frac12\tanh(x/2)$.

For $x\to\infty$ the level $m=I$ holds all the weight, so $\langle m\rangle\to I$ and $M\to N\gamma\hbar I$. For negative $\gamma$ the strong-field limit is $x\to-\infty$; the level $m=-I$ then holds all the weight, and $M\to N|\gamma|\hbar I$. The magnetization no longer depends on $B$ or $T$, and \eqref{eq:curie} does not apply.

\section*{(d) Two protons in one molecule}

\textbf{Question.} The two protons of a molecule are coupled by $hJ\,\mathbf{I}_1\cdot\mathbf{I}_2$. By what factor does this change their joint weak-field susceptibility? Discuss the limits of strong coupling.

\textbf{Model answer.} Let $\mathbf{F}=\mathbf{I}_1+\mathbf{I}_2$. Squaring gives
\begin{equation}
\mathbf{I}_1\cdot\mathbf{I}_2=\tfrac12\left(\mathbf{F}^2-\tfrac34-\tfrac34\right),
\end{equation}
which is $\frac14$ in the triplet ($F=1$) and $-\frac34$ in the singlet ($F=0$). The Zeeman term $-\gamma\hbar BF_z$ commutes with the coupling, so the energies add. With $y=hJ/kT$,
\begin{equation}
\langle F_z\rangle=\frac{e^{-y/4}(e^{x}-e^{-x})}{e^{-y/4}(e^{x}+1+e^{-x})+e^{3y/4}}
\approx\frac{2x}{3+e^{y}}\qquad(|x|\ll1),
\end{equation}
where numerator and denominator were multiplied by $e^{y/4}$. Two free protons give $2\times x/4=x/2$. The factor is
\begin{equation}
\frac{2x/(3+e^y)}{x/2}=\frac{4}{3+e^{y}}\approx1-\frac{y}{4}\qquad(|y|\ll1).
\end{equation}
For a chosen coupling of $10^5$~Hz at 298~K the relative change $hJ/(4kT)$ is $4.0\times10^{-9}$, which is negligible. This isotropic coupling is a model. A coupling of this order between the protons of a real water molecule is the magnetic dipole--dipole one, about $3\times10^4$~Hz, which depends on the direction of the H--H axis. To first order it changes the response by $+2.8\times10^{-9}$ with the axis along the field and by $-1.4\times10^{-9}$ with the axis perpendicular to it, and it averages to zero over orientations.

For $y\to+\infty$ the pair is locked in the singlet and the factor is zero. For $y\to-\infty$ only the triplet is occupied and the factor is $\frac43$. These are the values for pure para and pure ortho molecules. The statistical mixture of three ortho to one para restores the free value: $\frac34\cdot\frac43+\frac14\cdot0=1$. Treating the protons of water as independent therefore assumes this 3:1 mixture. The total wave function must change sign when the two protons are exchanged, so the symmetric triplet and the antisymmetric singlet go with different sets of rotational states. When many rotational states are occupied the two sets carry nearly equal thermal weight, and the ratio is then that of the spin degeneracies, 3:1. This argument is made for freely rotating molecules, while rotation in the liquid is hindered. For a free rigid water molecule the equilibrium ratio is 3.000 at 298~K, 2.96 at 50~K and 1.68 at 20~K.

\section*{(e) The protons of water}

\textbf{Question.} Evaluate $\chi$ for water at 298~K. Take a rounded density of 1000~kg/m$^3$ and a molar mass of 0.018015~kg/mol, and treat all hydrogen as $^1$H. Find the polarization and the nuclear magnetization at $B=10$~T.

\textbf{Model answer.} The number of molecules per volume is the density times Avogadro's constant divided by the molar mass, $n=3.343\times10^{28}$~m$^{-3}$. Each molecule carries two protons, so $N=2n=6.686\times10^{28}$~m$^{-3}$. The rare magnetic isotope of oxygen is left out.

For the proton $I=\frac12$, so $I(I+1)/3=\frac14$. With $\gamma=2.67522\times10^{8}$~rad\,s$^{-1}$\,T$^{-1}$ one has $\gamma\hbar=2.8212\times10^{-26}$~J/T, and $kT=4.1143\times10^{-21}$~J. Hence
\begin{equation}
\chi=\frac{\mu_0N(\gamma\hbar)^2}{4kT}
=\frac{(1.25664\times10^{-6})(6.686\times10^{28})(2.8212\times10^{-26})^2}{4\,(4.1143\times10^{-21})}
=4.06\times10^{-9}.
\end{equation}

At 10~T,
\begin{equation}
x=\frac{(2.8212\times10^{-26})(10)}{4.1143\times10^{-21}}=6.86\times10^{-5}.
\end{equation}
The polarization is the difference of the two level populations divided by their sum, $2\langle m\rangle=\tanh(x/2)=3.43\times10^{-5}$. Among a million protons, about 34 more point along the field than against it. By \eqref{eq:sat} the relative error of the linear law is $x^2/12=3.9\times10^{-10}$, so even in this strong field the response is linear for every practical purpose. The magnetization is
\begin{equation}
M=\frac{\chi B}{\mu_0}=\frac{(4.06\times10^{-9})(10)}{1.25664\times10^{-6}}
=3.23\times10^{-2}\ \text{A/m}.
\end{equation}
This is the equilibrium value. A sample just placed in the field reaches it only after the spins have exchanged energy with their surroundings.

\section*{(f) Electronic susceptibility: the formula}

\textbf{Question.} Water has a closed-shell, non-degenerate electronic ground state. Derive its weak-field electronic susceptibility from the energy to second order in the field, and give the sign of each contribution.

\textbf{Model answer.} An electron has charge $-e$, so its kinetic energy in the field is $(\mathbf{p}+e\mathbf{A})^2/2m_e$. Choose $\mathbf{A}=\frac12\mathbf{B}\times\mathbf{r}$. Its divergence is zero, so $\mathbf{p}\cdot\mathbf{A}+\mathbf{A}\cdot\mathbf{p}=2\mathbf{A}\cdot\mathbf{p}=\mathbf{B}\cdot(\mathbf{r}\times\mathbf{p})$. For $\mathbf{B}$ along $z$, $A^2=\frac14B^2(x^2+y^2)$, where $x$ and $y$ are now coordinates. Summing over the electrons $i$,
\begin{equation}
\mathcal{H}=\mathcal{H}_0+\frac{eB}{2m_e}L_z+\frac{e^2B^2}{8m_e}\sum_i(x_i^2+y_i^2),
\end{equation}
with $L_z$ the total orbital angular momentum. The spin Zeeman term gives nothing, because the total electron spin is zero. The term linear in $B$ has no first-order effect: a non-degenerate state can be given a real wave function, and the imaginary operator $L_z$ has zero mean in it. To order $B^2$ the energy is
\begin{equation}
E=E_0+\frac{e^2B^2}{8m_e}\Big\langle\sum_i(x_i^2+y_i^2)\Big\rangle
-\frac{e^2B^2}{4m_e^2}\sum_{k\neq0}\frac{|\langle k|L_z|0\rangle|^2}{E_k-E_0}.
\end{equation}
Write $E=E_0-\frac12\xi B^2$. The induced moment is $-dE/dB=\xi B$, so $M=n\xi B$ and
\begin{equation}
\chi_{\rm el}=\mu_0n\xi .
\end{equation}
Molecules in a liquid take all orientations, and the average of $x_i^2+y_i^2$ over them is $\frac23r_i^2$. Comparing coefficients of $B^2$,
\begin{equation}
\xi=-\frac{e^2}{6m_e}\Big\langle\sum_ir_i^2\Big\rangle+\xi_{\rm p},\qquad \xi_{\rm p}\ge0 .
\label{eq:xi}
\end{equation}
The first part is diamagnetic. The second, the orientation average of the sum over excited states, is paramagnetic: the electronic state adjusts to the field, and this lowers the energy. Neither part contains $T$, in contrast to \eqref{eq:curie}, because the electrons stay in one state and there are no permanent moments to orient.

\section*{(g) Electronic susceptibility: the number}

\textbf{Question.} A restricted Hartree--Fock calculation for one water molecule gives $\langle\sum_ir_i^2\rangle=19.71\,a_0^2$, measured from the oxygen nucleus, and $\xi_{\rm p}=0.328\,e^2a_0^2/m_e$, where $a_0$ is the Bohr radius. Find $\chi_{\rm el}$, compare it with part (e), and explain why the nuclear magnetization can still be detected.

The calculation used O--H distances of 0.96~\AA, an angle of $104.5^\circ$ and 57 basis functions (uncontracted aug-cc-pVDZ). The energy was computed without a field and with a field of $0.005\,\hbar/(ea_0^2)$ along each of three axes. The mean curvature gave $\xi$, and subtracting the diamagnetic part gave $\xi_{\rm p}$.

\textbf{Model answer.} From \eqref{eq:xi}, in units of $e^2a_0^2/m_e$,
\begin{equation}
\xi=-\frac{19.71}{6}+0.328=-3.285+0.328=-2.957 .
\end{equation}
With $n$ from part (e),
\begin{equation}
\chi_{\rm el}=\mu_0n\,(-2.957)\,\frac{e^2a_0^2}{m_e}=-9.8\times10^{-6}.
\end{equation}
The diamagnetic part alone would give $-1.09\times10^{-5}$; with the origin at the oxygen nucleus, the paramagnetic part cancels a tenth of it.

The split in \eqref{eq:xi} depends on the origin of $\mathbf{r}$, while the total is independent of it in a complete basis. Moving the origin to $\mathbf{d}$ adds to $\mathbf{A}$ the constant $-\frac12\mathbf{B}\times\mathbf{d}=\nabla\lambda$, with $\lambda=-\frac12(\mathbf{B}\times\mathbf{d})\cdot\mathbf{r}$. Since $(\mathbf{p}+e\mathbf{A}+e\nabla\lambda)\,e^{-ie\lambda/\hbar}\psi=e^{-ie\lambda/\hbar}(\mathbf{p}+e\mathbf{A})\psi$, multiplying every orbital by $e^{-ie\lambda/\hbar}$ restores the same energy. A finite basis does not contain these products exactly, so in it the energy keeps some dependence on the origin. Moving the origin from the oxygen nucleus by $1\,a_0$ along the symmetry axis, toward the hydrogen side, changes the computed diamagnetic part from $-3.285$ to $-4.474$, but the total only from $-2.957$ to $-3.018$. The remaining shift of 2\% of the total comes from the incompleteness of the basis, but it is not a measure of the error of $\xi$: the same move shifts the total by 5\% in the standard aug-cc-pVTZ basis and by 2\% in aug-cc-pVQZ. With the origin at the oxygen nucleus these two larger bases give $\xi=-2.937$ and $-2.934$; the latter has $\langle\sum_ir_i^2\rangle=19.64\,a_0^2$, $\xi_{\rm p}=0.340$ and $\chi_{\rm el}=-9.7\times10^{-6}$. The values above are therefore converged in the basis only to about 1\% for $\xi$ and about 4\% for $\xi_{\rm p}$. The calculation also leaves out electron correlation, molecular vibration and the influence of neighbouring molecules. Its result has the same size as the measured value, roughly $-9\times10^{-6}$.

The electronic susceptibility is thus negative and larger in magnitude than the nuclear one by a factor of about 2400 with the computed value, and of somewhat more than 2000 with the rough measured one. At 10~T the electronic magnetization is $-78$~A/m, against $+0.032$~A/m from the protons. In a static measurement of the total, the nuclear part is therefore only about 0.04\% of the electronic one.

The two differ in their motion. The torque $\mathbf{M}\times\mathbf{B}$ changes the nuclear angular momentum $\mathbf{M}/\gamma$, so
\begin{equation}
\frac{d\mathbf{M}}{dt}=\gamma\,\mathbf{M}\times\mathbf{B}.
\end{equation}
Once a radio-frequency pulse has tipped the nuclear magnetization away from $\mathbf{B}$, its transverse part rotates at the angular frequency $|\gamma|B$ and induces a voltage in a coil. The electronic magnetization induced by the static field is constant in time and induces none. Magnetic resonance therefore picks out the small nuclear part by its frequency.
